# Purge time after a chlorine dose in atomic-layer etching

## Question

A chamber for atomic-layer etching is filled with chlorine gas, Cl₂, at 10 mTorr to chlorinate a surface. The supply is then closed, and the pumps remove the gas with a time constant of 0.5 s. How long must the purge last before the chlorine that can still reach the surface totals less than one percent of a monolayer? Desorption from the chamber walls is to be neglected. How does the answer depend on the dose and the pumping, and how much does the neglect of the walls matter?

## Answer

### What has to be small

The condition concerns a total: all chlorine arriving after the purge ends, summed over later time. It is not a condition on the pressure at one moment.

Let $N$ be the number of chlorine atoms per unit area in a monolayer and $f=0.01$ the allowed fraction. Each molecule brings $a=2$ atoms. If $J(t)$ is the number of molecules striking unit area per unit time, the atoms still to arrive after time $t$ are

$$F(t)=a\int_t^\infty J(t')\,dt' ,$$

and the requirement is $F(t)<fN$. Every arrival is counted, whether or not it reacts.

### From pressure to arrival rate

Take a well-mixed gas of number density $n$, temperature $T$ and molecular mass $m$, with a Maxwell distribution of velocities. The velocity component $v$ towards the surface has the normalized distribution

$$g(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.$$

Only molecules with $v>0$ approach the surface, and those with speed $v$ arrive at a rate proportional to $v$. Hence

$$J=n\int_0^\infty v\,g(v)\,dv
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .$$

The mean molecular speed is $\bar v=\sqrt{8kT/\pi m}$, so the same result reads $J=n\bar v/4$. Inserting the ideal-gas relation $n=p/kT$ gives

$$J=\frac{p}{\sqrt{2\pi mkT}} .$$

Here $p$ is the partial pressure of chlorine. An inert purge gas does not enter this expression, although it could slow the mixing that the model assumes.

### From arrival rate to purge time

Let the chamber have volume $V$ and constant pumping speed $S$. At fixed temperature, with no supply, leak or wall source,

$$V\frac{dp}{dt}=-Sp ,\qquad p(t)=p_0e^{-t/\tau},\qquad \tau=\frac{V}{S}.$$

Since $J$ is proportional to $p$, it decays in the same way from its initial value $J_0$. The remaining arrivals are

$$F(t)=aJ_0\int_t^\infty e^{-t'/\tau}\,dt'=aJ_0\tau\,e^{-t/\tau}.$$

Setting $F(t_*)=fN$ gives $e^{t_*/\tau}=aJ_0\tau/(fN)$, and therefore

$$t_*=\tau\ln\frac{aJ_0\tau}{fN}.$$

The purge must last longer than $t_*$. If the argument of the logarithm is below one, the whole gas charge is already within the allowance and no purge is needed.

### The numbers

Take a gas temperature of 300 K and a round surface density $N=10^{15}$ atoms/cm². The allowance is then $fN=10^{13}$ atoms/cm². At 10 mTorr the gas density is $3.219\times10^{14}$ molecules/cm³ and the mean speed is $2.993\times10^4$ cm/s, so

$$J_0=\frac{(3.219\times10^{14})(2.993\times10^{4})}{4}
=2.41\times10^{18}\ \text{molecules/(cm}^2\,\text{s)} .$$

With no purge, the later arrivals would be

$$aJ_0\tau=2(2.41\times10^{18})(0.5)
=2.41\times10^{18}\ \text{atoms/cm}^2 ,$$

or about 2400 monolayers. This exceeds the allowance by a factor of $2.41\times10^5$, whose logarithm is 12.39. Thus

$$t_*=(0.5\ \text{s})(12.39)\approx 6.2\ \text{s}.$$

**The gas-pumping estimate is about 6.2 s.** A purge of 7 s leaves 0.2 percent of a monolayer to arrive, within the same model.

Waiting for the pressure to fall to one percent of its initial value would take only $\tau\ln100=2.3$ s. One percent of the 2400 monolayers of arrivals, about 24 monolayers, would then still be to come. The purge is long because the gas left in the chamber would bring far more arrivals than one layer has atoms; the same molecule can strike surfaces many times before it is pumped away, and each strike is counted.

### How the time scales

Dose pressure, monolayer density and allowed fraction enter only through the logarithm. With the other quantities fixed, a tenfold change in any one of them moves the purge time by

$$\tau\ln10=1.15\ \text{s}.$$

A higher dose pressure lengthens the purge; a larger allowance shortens it. If a constant fraction 0.1 of arriving atoms reacted, and the limit applied to reacted atoms, the purge would be 1.15 s shorter, provided that the reacting area is too small to deplete the gas. A larger area that kept reacting would itself remove chlorine and shorten the purge further: in a chamber of 25 litres, about 70 cm² reacting with this probability would remove chlorine as fast as the pump. A self-limiting surface cannot do this during the purge, because those 70 cm² would have to take up about 120 monolayers, and a chlorinated surface is already full. A whole wafer that becomes reactive again after the purge is, however, not small in this sense. It cannot take up more chlorine than the chamber holds, which at the dose pressure is about 23 monolayers for a 300 mm wafer, so its uniform uptake from the gas is below one percent after $\tau\ln(2300)\approx3.9$ s. Counting all arrivals is the cautious choice when this probability is unknown.

The time constant has a stronger effect. Differentiating $t_*$, with $\tau$ appearing both before and inside the logarithm, gives

$$\frac{dt_*}{d\ln\tau}
=\tau\left[\ln\frac{aJ_0\tau}{fN}+1\right]
=t_*+\tau .$$

The first term is the stretching of the whole decay, and the second comes from the larger number of arrivals at a given pressure. A time constant 20 percent longer raises the purge time from 6.2 to 7.5 s.

Through the arrival rate, the gas temperature has little effect on the purge time. At fixed pressure and time constant, $J_0\propto T^{-1/2}$, so a change from $T$ to $T'$ shifts the time by $-(\tau/2)\ln(T'/T)$. For gas at 400 K instead of 300 K the shift is $-0.07$ s. If an opening limits the pumping, however, $\tau$ itself varies as $T^{-1/2}$, and the same change shortens the purge by about 1 s.

### When the next step is short

If only arrivals during a following step of length $W$ count, the integral ends at $t+W$:

$$F_W(t)=aJ_0\tau e^{-t/\tau}\left(1-e^{-W/\tau}\right).$$

For a step of 10 s, $W/\tau=20$ and the correction is negligible. In the opposite limit, $W\ll\tau$, the bracket becomes $W/\tau$ and the required purge is

$$t_W\approx\tau\ln\frac{aJ_0W}{fN},$$

again provided that the logarithm is positive. This shorter time is sufficient only if chlorine arriving after that step does no harm.

### What the walls can do

Let the walls have area $A$ and hold $w(t)$ molecules per unit area that will eventually desorb. Suppose that molecules, once released, do not stick to the walls again. The gas balance becomes

$$\frac{dn}{dt}=-\frac{n}{\tau}-\frac{A}{V}\frac{dw}{dt}.$$

The last term is positive, because $w$ falls as the walls release gas. Integrate from $t$ to infinity, where both $n$ and $w$ vanish:

$$-n(t)=-\frac1\tau\int_t^\infty n\,dt'+\frac{A}{V}w(t).$$

Solving for the integral and multiplying by $a\bar v/4$ gives the remaining arrivals:

$$F(t)=a\tau\left[J(t)+\frac{\bar v}{4}\frac{A}{V}w(t)\right].$$

The desorption rate has dropped out. It determines when the molecules arrive, but not how many arrivals they eventually cause.

For a rough chamber value $A/V=0.2$ cm⁻¹, the wall term alone uses the full allowance when

$$w=\frac{fN}{a\tau(\bar v/4)(A/V)}
=6.7\times10^{9}\ \text{molecules/cm}^2 .$$

This is only $1.3\times10^{-5}$ of a monolayer of chlorine atoms. The loading is so small because a released molecule strikes surfaces many times before it is pumped away: on average $(\bar v/4)(A/V)\tau\approx750$ times.

To see the effect on time, let desorption be first order with rate constant $r$, so that $w=w_0e^{-rt}$, with $r<1/\tau$. Once the initial gas has gone, the flux follows the slower wall decay, $J=Ce^{-rt}$. Write $G=(\bar v/4)(A/V)$. Multiplying the gas balance by $\bar v/4$ and inserting this form gives

$$-rC=-\frac{C}{\tau}+Grw_0,
\qquad C=\frac{Grw_0\tau}{1-r\tau}.$$

The later arrivals are $aCe^{-rt}/r$. Equating them to $fN$ yields the late purge time

$$t_{\rm wall}=\frac1r\ln\frac{aG\tau w_0}{(1-r\tau)fN}.$$

As an illustration, let the walls initially hold one percent of a monolayer, so that $w_0=5\times10^{12}$ molecules/cm², and let $r=0.1$ s⁻¹. The purge time becomes 67 s, more than ten times the gas-pumping estimate. The slow wall source, more than the pump, then sets the time.

### A floor that purging cannot remove

A steady leak or an unchanging background supplies a flux $J_b$ throughout the next step. Its contribution is $aJ_bW$, however long the preceding purge. For $W=10$ s it uses the full allowance at a chlorine partial pressure of $2.1\times10^{-9}$ Torr. At the end of the 6.2 s purge the decaying pressure is $4.2\times10^{-8}$ Torr, twenty times higher, yet it causes the same number of arrivals because it lasts effectively for $\tau$ rather than for $W$. If both are present, the total is two percent of a monolayer and the condition fails.

### Relation to a real chamber

The chosen pressure, time constant and surface density are rough values for chlorine dosing in a low-pressure atomic-layer etching chamber; they do not describe a particular tool or solid. Good mixing is a reasonable assumption for pure chlorine in an open chamber: crossing 20 cm at the mean speed takes about 0.7 ms, much less than 0.5 s. At the dose pressure molecules collide long before they cross the chamber, but pressure differences then even out at about the speed of sound, which is comparable with the mean molecular speed. The constant pumping speed is a further assumption. An opening that limits the pumping passes gas faster at the dose pressure, where collisions affect the flow, than in the collision-free flow late in the purge. For a short opening in fully collisional flow the difference is a factor of roughly 1.4 to 1.7, depending on the shape of its edge. For an opening only a few centimetres wide it is somewhat smaller, because the flow at 10 mTorr is not yet fully collisional. If the 0.5 s applied only at the dose pressure, the purge would then take roughly 8 to 10 s. The time constant at low pressure therefore matters more than the one at the dose pressure. A dense purge gas, a poorly connected volume or gas trapped in the supply line would need a separate estimate. The assumption of inert walls needs particular care. The 67 s result shows that its failure can lengthen the purge tenfold when every arrival is counted, but the wall loading and desorption rate behind it are illustrative, not measured. If the limit applies instead to chlorine taken up uniformly by a 300 mm wafer in a 25 litre chamber, each released molecule counts at most once. The same walls then hold about 0.07 monolayer per wafer area and require at most about 20 s, against 3.9 s for the gas alone, and the critical wall loading rises to about $1.4\times10^{-3}$ of a monolayer. It also assumes that released molecules do not stick to the walls again; if they do, the purge can be much longer still. At 6.2 s the decaying gas alone uses the whole one percent allowance. The estimate can therefore serve as a process setting only where the time constant has been confirmed at low pressure, and where wall release, trapped gas and background chlorine have been shown to be negligible; otherwise a longer purge is needed, and a steady background must be lowered at its source, because purging does not remove it. In every case the sum of all contributions must stay below one percent.

## Calculated quantities

```
Dose pressure: 10.0 mTorr
Pumping time constant: 0.50 s
Gas temperature: 300 K
Molar mass of Cl2: 70.90 g/mol
Monolayer density: 1.00e+15 atoms/cm2
Allowed fraction of a monolayer: 0.010
Allowed later arrivals: 1.00e+13 atoms/cm2
Initial gas density: 3.219e+14 molecules/cm3
Mean molecular speed: 2.993e+04 cm/s
Initial flux, formula: 2.4086e+18 molecules/(cm2 s)
Initial flux, quadrature: 2.4086e+18 molecules/(cm2 s)
Later arrivals with no purge: 2.409e+18 atoms/cm2
The same in monolayers: 2409
Ratio to allowance: 2.409e+05
Logarithm of that ratio: 12.392
Purge time, formula: 6.196 s
Purge time, numerical root: 6.196 s
Chlorine pressure at purge end: 4.15e-08 Torr
Later arrivals after a 7 s purge: 0.00200 monolayer
Time for pressure to fall to 1 percent: 2.303 s
Arrivals still to come then: 24.1 monolayers
Time per factor of ten: 1.151 s
Shift for gas at 400 K: -0.072 s
Purge time for tau 20 percent longer: 7.545 s
Shift for reaction probability 0.1: -1.151 s
Chamber length: 20 cm
Transit time across chamber: 6.68e-04 s
Wall area to volume ratio: 0.20 1/cm
Wall loading using full allowance: 6.68e+09 molecules/cm2
The same in monolayers of Cl: 1.34e-05
Illustrative initial wall loading: 0.010 monolayer
Illustrative desorption rate: 0.10 1/s
Purge time with these walls, root: 66.7 s
Purge time with these walls, formula: 66.7 s
Length of following step: 10 s
Residual Cl2 using full allowance: 2.08e-09 Torr
Arrivals in that step, gas tail plus residual: 0.0200 monolayer
```
